# Period number of block-copolymer lamellae in a confining trench

## Definitions and conventions

A melt of symmetric AB diblock chains fills a trench of width $W$. Each chain has $N$ segments of statistical length $b$ and volume $v$, so its unperturbed mean-square end-to-end distance is $Nb^2$. The A–B repulsion is measured by the Flory–Huggins parameter $\chi$. Lengths are in nm and energies in $kT$, the natural scale for a polymer melt.

The lamellae stand upright and parallel to the sidewalls. Both walls attract A, and each acts as the mid-plane of an A domain. One period $L$ therefore consists of half an A domain, a whole B domain and half an A domain. With $n$ equal periods,

$$W=nL,\qquad n=1,2,3,\ldots$$

The trench then holds $n$ B lamellae and $2n$ interfaces. Floor and top surface are neutral, the melt is incompressible, and the state sought is the one of lowest free energy. For strongly segregated blocks the free energy per chain is

$$F(L)=\alpha L^2+\frac{\beta}{L}.$$

The first term is the cost of stretching the chains. The second is the cost of the interface, whose area per chain falls as the period grows. Both coefficients are derived below; the first results need only that they are positive.

Without confinement, $F'(L)=2\alpha L-\beta/L^2=0$ gives the bulk period

$$L_0^3=\frac{\beta}{2\alpha}.$$

It is a minimum because $F''=2\alpha+2\beta/L^3>0$. The reduced width is $w=W/L_0$.

## The simplest case: one period or two

At fixed $W$ the number of chains is fixed by incompressibility. In strong segregation the wall energy is also the same for both states, since pure A touches both walls in each. It is enough to compare free energies per chain:

$$\alpha W^2+\frac{\beta}{W}=\frac{\alpha W^2}{4}+\frac{2\beta}{W}
\quad\Rightarrow\quad \frac34\alpha W^2=\frac{\beta}{W}
\quad\Rightarrow\quad W^3=\frac{4\beta}{3\alpha}.$$

Dividing by $L_0^3=\beta/(2\alpha)$ gives $w^3=8/3$, or $w=1.387$. At this width a single period is stretched by 39 % relative to $L_0$, while two periods are each compressed by 31 %.

The limits have the right order. For small $W$ the interfacial term dominates and one period wins; for large $W$ the stretching term dominates and two periods beat one.

## Any number of periods

Since $\alpha L_0^2=\beta/(2L_0)$, the free energy can be written with $\lambda=L/L_0$ as

$$F=\frac{\beta}{2L_0}\left(\lambda^2+\frac{2}{\lambda}\right).$$

Putting $\lambda=w/n$, the quantity to compare is

$$\phi_n(w)=\frac{w^2}{n^2}+\frac{2n}{w}.$$

The difference between neighbouring states is

$$\phi_{n+1}-\phi_n=\frac2w-w^2\left[\frac1{n^2}-\frac1{(n+1)^2}\right]
=\frac2w-w^2\,\frac{2n+1}{n^2(n+1)^2}.$$

It vanishes at

$$\boxed{\,w_n^3=\frac{2n^2(n+1)^2}{2n+1}\,}$$

It is positive below $w_n$ and negative above, so widening the trench favours the extra period. For $n=1$ the formula returns $8/3$.

A more distant number of periods must not be lower still. The bracket $1/n^2-1/(n+1)^2$ decreases with $n$, because $1/x^2$ is convex, so $w_n$ increases with $n$. Take a width with $w_{n-1}<w<w_n$. Every step up from a smaller number to $n$ lowers the free energy, and every step beyond $n$ raises it. Thus $n$ is the ground state among whole numbers, and the windows follow one another without gaps.

The periods were taken as equal. This is justified within the model: a period of width $L_i$ contains $L_i/(Nv)$ chains per unit sidewall area and costs

$$\frac{L_i}{Nv}F(L_i)=\frac{\alpha L_i^3+\beta}{Nv}.$$

This is convex in $L_i$, so at fixed $\sum L_i=W$ equal periods have the lowest energy.

## Limit of many periods

Let $m=n+\tfrac12$. Then $n(n+1)=m^2-\tfrac14$ and $2n+1=2m$, so

$$w_n^3=\frac{(m^2-\frac14)^2}{m}=m^3\left(1-\frac1{4m^2}\right)^2,
\qquad w_n= m\left(1-\frac1{4m^2}\right)^{2/3}\approx m-\frac1{6m}.$$

The transition approaches the half-integer width from below. For $n=3$ the approximation gives 3.4524 and the full formula 3.4522.

The shift has two opposing causes. Near the minimum, with $x=\lambda-1$,

$$\lambda^2+\frac2\lambda=3+3x^2-2x^3+\ldots$$

Keep the quadratic term alone. The strains $x_1=w/n-1$ and $x_2=w/(n+1)-1$ must then be equal and opposite, so

$$w\left(\frac1n+\frac1{n+1}\right)=2,\qquad w=\frac{m^2-\frac14}{m}=m-\frac1{4m}.$$

This part is geometric: at $w=m$ the $n$ periods are strained more than the $n+1$ periods. The cubic term makes compression dearer than equal stretching and so delays the transition. Write the energy as $3+3x^2(1-\kappa x)$, where $\kappa=\tfrac23$ in this model. Equality of the two states requires $x_1^2-x_2^2=\kappa(x_1^3-x_2^3)$, and division by $x_1-x_2$ gives

$$x_1+x_2=\kappa(x_1^2+x_1x_2+x_2^2)\approx\frac{\kappa}{4m^2},$$

because $x_1\approx-x_2\approx1/(2m)$. Since $x_1+x_2=2mw/(m^2-\frac14)-2$,

$$w\approx m-\frac1{4m}+\frac{\kappa}{8m}.$$

With $\kappa=\tfrac23$ the last term is $1/(12m)$ and the sum is $m-1/(6m)$, as before. To this order, the shape of any smooth free-energy minimum enters through $\kappa/(8m)$ alone. The reduced transition widths should therefore depend weakly on the details of the chain model, a point taken up again below.

## Where the stretching term comes from

Consider a block of $N_b$ segments forming a molten brush of height $h$. Let $z$ be the distance from the interface and $s$ the segment number counted from the free end at $z_0$. In the strong-stretching limit each block follows the path that minimises

$$\int_0^{N_b}\left[\frac{3}{2b^2}\left(\frac{dz}{ds}\right)^2+U(z)\right]ds,
\qquad\text{so}\qquad \frac{3}{b^2}\frac{d^2z}{ds^2}=U'(z).$$

A free end carries no tension, so $dz/ds=0$ at $s=0$. All blocks have the same length and must reach $z=0$ at $s=N_b$, whatever their $z_0$. A quadratic potential $U=U_0-3\omega^2z^2/(2b^2)$ achieves this:

$$z=z_0\cos\omega s,\qquad \omega=\frac{\pi}{2N_b}.$$

The ends must be distributed so that the density is uniform. A block with its end at $z_0$ places $1/(\omega\sqrt{z_0^2-z^2})$ segments per unit height at $z$. Try the distribution

$$g(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}},$$

which is positive and integrates to one. With $t=z_0^2$,

$$\int_z^h\frac{g(z_0)\,dz_0}{\omega\sqrt{z_0^2-z^2}}
=\frac1{2h\omega}\int_{z^2}^{h^2}\frac{dt}{\sqrt{(h^2-t)(t-z^2)}}
=\frac{\pi}{2h\omega}=\frac{N_b}{h}.$$

The result does not depend on $z$, as required. The elastic energy of one path is

$$\frac{3}{2b^2}\,\omega^2z_0^2\int_0^{N_b}\sin^2\omega s\,ds=\frac{3\pi^2z_0^2}{16N_bb^2}.$$

For the average of $z_0^2$, set $u=\sqrt{h^2-z_0^2}$, so that $z_0\,dz_0=-u\,du$:

$$\langle z_0^2\rangle=\frac1h\int_0^h(h^2-u^2)\,du=\frac{2h^2}{3}.$$

The mean energy per block is therefore $\pi^2h^2/(8N_bb^2)$.

Now let the A fraction be $f$. Each domain contains two opposed brushes, so $h_A=fL/2$ and $N_A=fN$, and the A block costs $f\pi^2L^2/(32Nb^2)$. The B block gives the same with $1-f$. The sum is

$$\alpha=\frac{\pi^2}{32Nb^2}.$$

The composition has cancelled, which holds when both blocks have the same $b$ and $v$. Quadrature of the brush energy confirms this for $f=0.5$ and $f=0.3$.

## Where the interfacial term comes from

Near an interface a long block is governed by the lowest eigenfunction $\psi$ of its diffusion equation, and its density is $\psi^2$. In a field $U$ the eigenvalue, which is the free energy per segment, equals $\int[(b^2/6)\psi'^2+U\psi^2]dz\,/\int\psi^2dz$. There are $\int\psi^2dz/v$ segments per unit area, so removing the field energy leaves a conformational free energy of $(b^2/6v)\int\psi'^2dz$ per unit area. Incompressibility is satisfied by $\psi_A=\cos\theta$ and $\psi_B=\sin\theta$, with $\theta$ rising from 0 to $\pi/2$. Since $\psi_A'^2+\psi_B'^2=\theta'^2$, the tension is the minimum of

$$\gamma=\frac1v\int\left[\frac{b^2}{6}\theta'^2+\chi\sin^2\theta\cos^2\theta\right]dz.$$

Call the two terms of the integrand $p^2$ and $q^2$, with $p,q\ge0$. From $p^2+q^2\ge2pq$,

$$\gamma\ge\frac{2b}{v}\sqrt{\frac{\chi}{6}}\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=\frac bv\sqrt{\frac\chi6}.$$

The bound is reached when $p=q$, that is, when $\theta'=(\sqrt{6\chi}/b)\sin\theta\cos\theta$. This equation has the solution $\tan\theta=e^{\sqrt{6\chi}\,z/b}$, so the bound is the minimum.

A half period contains one interface. A chain occupies an area $\Sigma$ of it with $\Sigma L/2=Nv$, so $\Sigma=2Nv/L$ and

$$\beta=2Nv\gamma=2Nb\sqrt{\frac\chi6},\qquad
L_0^3=\frac{\beta}{2\alpha}=\frac{32N^2b^3}{\pi^2}\sqrt{\frac\chi6}.$$

Hence $L_0\propto N^{2/3}\chi^{1/6}$ in this limit. None of these parameters appears in the reduced rule.

## Rival states and the wall preference

Whole numbers of periods are not the only candidates. Let $\sigma_A$ and $\sigma_B$ be the wall tensions against A and B, and $\Delta\sigma=\sigma_B-\sigma_A>0$. With $W/(Nv)$ chains per unit sidewall area and $\beta/(2L_0)=Nv\gamma/L_0$, the bulk energy per sidewall area is

$$E_n=\frac{wL_0}{Nv}\,\frac{Nv\gamma}{L_0}\left(\frac{w^2}{n^2}+\frac{2n}{w}\right)=\gamma\left(\frac{w^3}{n^2}+2n\right).$$

The term $2n\gamma$ is just the tension of the $2n$ interfaces.

**Half-integer state.** With $m=n+\tfrac12$ periods, one wall touches B, which costs an extra $\Delta\sigma$. Relative to the $n$ state the bulk energy saved is $\gamma[w^3(1/n^2-1/m^2)-1]$, which grows with $w$. Relative to the $n+1$ state it is $\gamma[w^3(1/(n+1)^2-1/m^2)+1]$, which falls. Between $n$ and $n+1$ the danger is therefore greatest at $w_n$. There $w_n^3=n^2(n+1)^2/m$, and $m^2-n^2=m-\tfrac14$, so the state is excluded if

$$\frac{\Delta\sigma}{\gamma}>\frac{(m+\frac12)^2(m-\frac14)}{m^3}-1=\frac{3}{4m}-\frac1{16m^3}.$$

**Crosswise state.** Lamellae may instead run from wall to wall. They keep the period $L_0$ and cost $3w\gamma$. For symmetric chains half of each wall touches B, so the extra wall cost is again $\Delta\sigma$, if distortions near the walls are neglected. Such distortions could only lower the energy of this state, so the wall preference required below is a minimum. The saving $w^3/n^2+2n-3w$, in units of $\gamma$, rises for $w>n$; that of the $n+1$ state falls for $w<n+1$. The worst case is again $w_n$:

$$\frac{\Delta\sigma}{\gamma}>\frac{w_n^3}{n^2}+2n-3w_n.$$

This condition is the stricter one. Since $\lambda^2+2/\lambda\ge3$, the crosswise state is never above a half-integer state with the same wall cost, so excluding it excludes them all.

For $n=1$ the requirement is $\Delta\sigma>0.51\gamma$; for large $n$ it falls as $3\gamma/(4m)$. Below $w=1$ the saving is $w^3+2-3w$, which rises towards 2 as the trench narrows. If $\Delta\sigma<2\gamma$, the one-period window of the strong-segregation model thus acquires a lower edge that the boxed rule does not contain. In narrow trenches the interfaces fill much of the period, and this estimate fails at moderate segregation. At $\chi N=20$ the self-consistent-field saving, without a wall field, is $0.25\gamma$ rather than $0.42\gamma$ at $w=0.6$, and it peaks near $0.37\gamma$ at $w\approx0.4$–$0.45$, where the lamella dissolves.

## A trench in the regime of PS-b-PMMA

Take $N=500$, $b=0.7$ nm, $v=0.16$ nm³, $\chi=0.04$ and 500 K, so $\chi N=20$. Then

$$\gamma=\frac{0.7}{0.16}\sqrt{\frac{0.04}{6}}=0.357\ kT/\text{nm}^2=2.47\ \text{mJ/m}^2,$$

$$L_0=\left(\frac{57.155}{2\times0.001259}\right)^{1/3}=28.3\ \text{nm}.$$

The strong-segregation transition widths are:

| Change | $w_n$ | $W$ (nm) | $L/L_0$ before → after |
|---|---|---|---|
| 1 → 2 | 1.387 | 39.3 | 1.387 → 0.693 |
| 2 → 3 | 2.433 | 68.9 | 1.216 → 0.811 |
| 3 → 4 | 3.452 | 97.7 | 1.151 → 0.863 |
| 4 → 5 | 4.463 | 126.4 | 1.116 → 0.893 |

At the change from 3 to 4 the period drops from 32.6 to 24.4 nm. In the strong-segregation model the wall preference must exceed $0.215\,\gamma=0.53$ mJ/m² there to exclude the crosswise state. At $\chi N=20$ the lamellae are softer than this model assumes, and the self-consistent-field saving of the crosswise state is only about $0.13\,\gamma=0.33$ mJ/m².

The transition is thermally sharp. From $E_n-E_{n+1}=\gamma\{w^3[1/n^2-1/(n+1)^2]-2\}$, and with the bracket equal to $2/w_n^3$ at the transition,

$$\frac{d(E_n-E_{n+1})}{dW}=\frac{3\gamma w_n^2}{L_0}\,\frac{2}{w_n^3}=\frac{6\gamma}{W_n}=0.0219\ kT/\text{nm}^3.$$

For a film 30 nm thick and a trench segment 100 nm long, switching as one unit, the sidewall area is 3000 nm². A width change of 1 nm then shifts the balance by about 66 $kT$, and 0.015 nm is worth 1 $kT$; the self-consistent-field values at $\chi N=20$ are about 45 $kT$ and 0.022 nm. This sharpness concerns equilibrium. A trapped state may survive well past the transition, and the model contains no barrier from which to estimate how far.

## Test at finite segregation

At $\chi N=20$ the interfaces are not thin compared with the domains. A one-dimensional self-consistent-field calculation drops the assumptions of parabolic brushes and sharp interfaces, while keeping Gaussian chains, mean field and mirror planes at the walls. It gives $L_0=25.8$ nm, which is 9 % below the strong-segregation value. At $\chi N=60$ the shortfall is 2.5 %.

The transition from 3 to 4 periods moves from 97.7 to 89.2 nm. Nearly all of this shift comes from $L_0$: the boxed rule combined with the self-consistent $L_0$ also gives 89.2 nm. In reduced form the two calculations at $\chi N=20$ differ by 0.2 % of the rule's value for $n=1$ and by less than 0.1 % for $n=2$ and 3. This is consistent with the weak dependence on $\kappa$ found above, although for $n=1$ that expansion is not accurate enough to predict the difference itself. This agreement refers to mirror planes without a wall field. At $\chi N=20$ the B fraction at the wall depends on the period (0.012 for one period, 0.045 for two, at their transition), so a wall preference favours the stretched state. With a field of 1 nm range the change from 1 to 2 periods lies 0.5 % above the rule for $\Delta\sigma=0.5\gamma$ and 1 % above it for $\Delta\sigma=\gamma$; for the change from 3 to 4 a first-order estimate gives a shift of about 0.6 % at $\Delta\sigma=\gamma$.

Within these models it is therefore better to insert the actual unconfined period into the rule than to compute $L_0$ from the strong-segregation formula. With $L_0=25.8$ nm, the three-period window runs from about 63 to 89 nm. The unstrained width $3L_0\approx77.5$ nm has a margin of about 15 nm below and 12 nm above.

## Comparison with real trenches

The parameters are rough, rounded values for PS-b-PMMA. Real trenches can break the assumption that the geometric wall is the mid-plane of an A domain. If a grafted layer or a wetting layer displaces that plane by $\delta$ at each wall, every geometric transition width moves by $2\delta$: 2 nm for $\delta=1$ nm, far more than the thermal smearing. Sloping or rough walls make $W$ vary along the trench, so different segments may favour different $n$.

Two further approximations can be sized. In the three-period state at the transition the parabolic brush has a largest local extension of 0.073 $b$ per segment. The interface stretches the chain at its junction as well, by $b\sqrt{\chi/6}=0.082\,b$ on its own, and the self-consistent field gives up to 0.10 $b$, or 0.07 nm, per segment there. A segment here is about one monomer, which adds roughly 0.25 nm to the contour of the backbone, so the chain is locally at close to 30 % of its full length. Corrections to Gaussian elasticity, of relative order the square of this ratio, are then below ten percent at the junction and smaller elsewhere. About 48 chains share one coil volume $(b\sqrt N)^3$, a moderate number, so composition fluctuations may matter at $\chi N=20$; their effect on the transition is not calculated here.

## Numbers as computed

```
segments N = 500, chi = 0.04, chi N = 20.0
segment length b = 0.7 nm, segment volume v = 0.16 nm^3
temperature = 500 K
film thickness = 30 nm, segment = 100 nm
alpha = 0.001259 kT/nm^2, beta = 57.155 kT nm
interfacial tension, formula = 0.3572 kT/nm^2
interfacial tension, minimised = 0.3572 kT/nm^2
interfacial tension = 2.466 mJ/m^2
bulk period L0 = 28.31 nm
free energy per chain at L0 = 3.028 kT
1->2: w^3 = 2.6667, w = 1.3867, W = 39.26 nm, L/L0 = 1.3867 -> 0.6934
2->3: w^3 = 14.4000, w = 2.4329, W = 68.89 nm, L/L0 = 1.2164 -> 0.8110
3->4: w^3 = 41.1429, w = 3.4522, W = 97.75 nm, L/L0 = 1.1507 -> 0.8631
4->5: w^3 = 88.8889, w = 4.4629, W = 126.37 nm, L/L0 = 1.1157 -> 0.8926
5->6: w^3 = 163.6364, w = 5.4697, W = 154.87 nm, L/L0 = 1.0939 -> 0.9116
window of 3 periods = 28.86 nm
3->4 periods: L = 32.58 nm -> 24.44 nm
3->4 approximation m - 1/(6m) = 3.4524
half-integer rival, needed preference/gamma = 0.2128
crosswise rival, needed preference/gamma = 0.2148
half-integer rival, needed = 0.525 mJ/m^2
crosswise rival, needed = 0.530 mJ/m^2
3->4 slope of energy difference = 0.02193 kT/nm^3
3->4 width change worth 1 kT = 0.0152 nm
SCF chi N = 20: L0/(strong-segregation L0) = 0.9129
  SCF 1->2: w = 1.3836, relative to rule = -0.22 %
  SCF 2->3: w = 2.4319, relative to rule = -0.04 %
  SCF 3->4: w = 3.4515, relative to rule = -0.02 %
SCF chi N = 60: L0/(strong-segregation L0) = 0.9752
  SCF 1->2: w = 1.3852, relative to rule = -0.11 %
  SCF 2->3: w = 2.4319, relative to rule = -0.04 %
  SCF 3->4: w = 3.4515, relative to rule = -0.02 %
SCF chi N = 20: L0 = 25.85 nm
SCF chi N = 20: 3->4 at W = 89.21 nm
rule with SCF L0: 3->4 at W = 89.23 nm
largest local extension per segment / b, 3 periods = 0.0731
chains sharing one coil volume = 47.9
```
